# The n = 2 Levels of Positronium at Order mα⁴: a numerical check

```python
# Positronium, n = 2, at order m c^2 alpha^4 (= alpha^2 hartree).
# Result under test: relative to -1/16 hartree the levels are, from the top,
#   2 3S1, 2 3P2, 2 1P1, 2 3P1, 2 3P0, 2 1S0,
# with the singlet energy 11/(64 n^4) - 1/(2 n^3 (2l+1)) and triplet shifts
# from spin-orbit, tensor, contact and annihilation terms.
# Symbols: p relative momentum, q momentum transfer, r separation, n_i = r_i/r,
# s1, s2 spins of electron and positron, S = s1 + s2, L orbital momentum.
# Orbital problem: H0 = p^2 - 1/r (reduced mass 1/2, length scale a = 2).
from collections import Counter
from fractions import Fraction as F
import numpy as np
import sympy as sp
from scipy.constants import alpha, physical_constants
from scipy.special import spherical_jn

pi = np.pi
I2, I4 = np.eye(2), np.eye(4)
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
sig1 = [np.kron(m, I2) for m in sigma]
sig2 = [np.kron(I2, m) for m in sigma]
spin = [(a + b) / 2 for a, b in zip(sig1, sig2)]
spin_sq = sum(m @ m for m in spin)
s1_dot_s2 = sum(a @ b for a, b in zip(sig1, sig2)) / 4

# --- Exchange kernel: full Dirac-spinor amplitude against its Breit expansion
dirac_alpha = [np.kron(sigma[0], m) for m in sigma]
dirac_beta = np.kron(sigma[2], I2)


def spinor(p):
    energy = np.sqrt(1 + p @ p)
    lower = np.einsum('i,iab->ab', p, sigma) / (energy + 1)
    return np.sqrt((energy + 1) / (2 * energy)) * np.vstack([I2, lower])


def dirac_kernel(p_out, p_in):
    q = p_out - p_in
    q2 = q @ q
    u_out, u_in = spinor(p_out).conj().T, spinor(p_in)
    w_out, w_in = spinor(-p_out).conj().T, spinor(-p_in)
    result = -4 * pi / q2 * np.kron(u_out @ u_in, w_out @ w_in)
    j1 = [u_out @ a @ u_in for a in dirac_alpha]
    j2 = [w_out @ a @ w_in for a in dirac_alpha]
    for i in range(3):
        for j in range(3):
            transverse = (i == j) - q[i] * q[j] / q2
            result = result + 4 * pi / q2 * transverse * np.kron(j1[i], j2[j])
    return result


def breit_kernel(p_out, p_in):
    q = p_out - p_in
    q2 = q @ q
    orbit = pi - 4 * pi / q2 * (p_in @ p_in - (p_in @ q) ** 2 / q2)
    normal = np.cross(q, p_in)
    spin_orbit = -6j * pi / q2 * sum(normal[i] * spin[i] for i in range(3))
    along1 = sum(q[i] * sig1[i] for i in range(3))
    along2 = sum(q[i] * sig2[i] for i in range(3))
    return (orbit * I4 + spin_orbit
            + pi * (4 * s1_dot_s2 - along1 @ along2 / q2))


p_a, p_b = np.array([0.3, -0.5, 0.7]), np.array([-0.4, 0.6, 0.2])
kernel_errors = []
for scale in (0.01, 0.005):
    out, inc = scale * p_b, scale * p_a
    q2 = (out - inc) @ (out - inc)
    breit = breit_kernel(out, inc)
    rest = dirac_kernel(out, inc) + 4 * pi / q2 * I4 - breit
    kernel_errors.append(np.abs(rest).max() / np.abs(breit).max())
assert kernel_errors[1] < 1e-3
assert abs(kernel_errors[0] / kernel_errors[1] - 4) < 0.1  # remainder ~ p^2

# --- Annihilation: two time orders of the photon, explicit spinor currents
w = sp.symbols('w', positive=True)
photon_factor = sp.limit(sp.simplify(
    4 * sp.pi / (2 * w) * (1 / (2 - w) - 1 / (2 + w))), w, 0)
u_rest = spinor(np.zeros(3))
v_rest = 1j * dirac_beta @ dirac_alpha[1] @ u_rest.conj()
annihilation_kernel = np.zeros((4, 4), dtype=complex)
for a in dirac_alpha:
    current = (v_rest.conj().T @ a @ u_rest).T.reshape(4)
    annihilation_kernel += float(photon_factor) * np.outer(current.conj(), current)
assert np.allclose(annihilation_kernel, pi * spin_sq, atol=1e-12)

# --- Position form of the transverse propagator: G_ij = (delta_ij + n_i n_j)/(2r)
xyz = sp.symbols('x y z', real=True)
dist = sp.sqrt(sum(c ** 2 for c in xyz))
for i in range(3):
    row = [(int(i == j) + xyz[i] * xyz[j] / dist ** 2) / (2 * dist)
           for j in range(3)]
    assert sp.simplify(sum(sp.diff(g, c) for g, c in zip(row, xyz))) == 0
    for j in range(3):
        laplacian = sum(sp.diff(row[j], c, 2) for c in xyz)
        wanted = (int(i == j) - 3 * xyz[i] * xyz[j] / dist ** 2) / dist ** 3
        assert sp.simplify(laplacian - wanted) == 0

# --- Exact radial integrals; functions are u(r) exp(-r/(2n)), u a polynomial
r = sp.symbols('r', positive=True)


def radial_integrals(n, l):
    decay = sp.Rational(1, 2 * n)

    def integral(expr):
        total = sp.Integer(0)
        for term in sp.Add.make_args(sp.expand(expr)):
            coeff, power = term.as_coeff_exponent(r)
            if coeff != 0:
                assert power >= 0
                total += coeff * sp.factorial(power) / (2 * decay) ** (power + 1)
        return total

    def slope(f):
        return sp.expand(sp.diff(f, r) - decay * f)

    u = sp.expand(r ** l * sp.assoc_laguerre(n - l - 1, 2 * l + 1, r / n))
    norm = integral(u ** 2 * r ** 2)
    du = slope(u)
    p2u = sp.expand(-slope(du) - 2 * du / r + l * (l + 1) * u / r ** 2)
    assert sp.expand(p2u - u / r + u / (4 * n ** 2)) == 0  # eigenfunction of H0
    return {
        'kinetic': -integral(p2u ** 2 * r ** 2) / norm / 4,
        'orbit': -integral(2 * r * du ** 2 + l * (l + 1) * u ** 2 / r) / norm / 2,
        'pi_density': u.subs(r, 0) ** 2 / norm / 4,  # pi |psi(0)|^2
        'inv1': integral(u ** 2 * r) / norm,
        'inv2': integral(u ** 2) / norm,
        'inv3': integral(u ** 2 / r) / norm if l > 0 else None}


for n in range(1, 5):
    for l in range(n):
        R = radial_integrals(n, l)
        base = sp.Rational(11, 64 * n ** 4) - sp.Rational(1, 2 * n ** 3 * (2 * l + 1))
        extra = sp.Rational(1, 4 * n ** 3) if l == 0 else 0
        assert R['kinetic'] + R['orbit'] + R['pi_density'] == base + extra
        assert R['kinetic'] == (sp.Rational(3, 64 * n ** 4)
                                - sp.Rational(1, 8 * n ** 3 * (2 * l + 1)))
        assert R['inv1'] == sp.Rational(1, 2 * n ** 2)
        assert R['inv2'] == sp.Rational(1, 2 * n ** 3 * (2 * l + 1))
        if l == 0:
            assert R['pi_density'] == sp.Rational(1, 8 * n ** 3)
        else:
            assert R['inv3'] == sp.Rational(1, 4 * n ** 3 * l * (l + 1) * (2 * l + 1))

S_rad, P_rad = radial_integrals(2, 0), radial_integrals(2, 1)
inv_r3 = float(P_rad['inv3'])

# --- Fourier transform of the tensor force, tested on the 2p density:
# integral of q^2 F2(q) must equal (3 pi/2) <1/r^3>, F2 = quadrupole form factor
node, weight = np.polynomial.legendre.leggauss(1000)
r_grid, r_weight = 30 * (node + 1), 30 * weight
node, weight = np.polynomial.legendre.leggauss(300)
q_grid, q_weight = 10 * (node + 1), 10 * weight
density = r_grid ** 4 * np.exp(-r_grid / 2)
density /= r_weight @ density
form2 = spherical_jn(2, np.outer(q_grid, r_grid)) @ (r_weight * density)
tensor_ratio = (q_weight @ (q_grid ** 2 * form2)) / (1.5 * pi * inv_r3)
assert abs(tensor_ratio - 1) < 3e-4  # q integral is cut off at q = 20

# --- 16 x 16 matrix over (2s, 2px, 2py, 2pz) x four spin states
proj_s, proj_p = np.diag([1., 0, 0, 0]), np.diag([0., 1, 1, 1])
ang_mom = np.zeros((3, 4, 4), dtype=complex)
for k, a, b in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    ang_mom[k, a + 1, b + 1], ang_mom[k, b + 1, a + 1] = -1j, 1j
cos_t, w_t = np.polynomial.legendre.leggauss(8)
phi = 2 * pi * np.arange(12) / 12
sin_t = np.sqrt(1 - cos_t ** 2)
unit = np.array([np.outer(sin_t, np.cos(phi)).ravel(),
                 np.outer(sin_t, np.sin(phi)).ravel(),
                 np.outer(cos_t, np.ones(12)).ravel()])
sphere_w = np.outer(w_t / 2, np.ones(12) / 12).ravel()
harmonics = np.vstack([np.ones(unit.shape[1]), np.sqrt(3) * unit])
tensor_op = np.zeros((16, 16), dtype=complex)
for i in range(3):
    for j in range(3):
        angular = 3 * unit[i] * unit[j] - (i == j)
        block = (harmonics * (sphere_w * angular)) @ harmonics.T
        assert np.abs(block[0]).max() < 1e-13  # no s-s and no s-p element
        tensor_op += np.kron(block, sig1[i] @ sig2[j])  # this is S12
LS_op = sum(np.kron(ang_mom[k], spin[k]) for k in range(3))
pi_density = float(S_rad['pi_density'])


def scalar_term(name):
    return np.kron(float(S_rad[name]) * proj_s + float(P_rad[name]) * proj_p, I4)


terms = {
    'kinetic': scalar_term('kinetic'),
    'orbit-orbit': scalar_term('orbit'),
    'Darwin': scalar_term('pi_density'),
    'spin-orbit': 1.5 * inv_r3 * LS_op,
    'tensor': inv_r3 / 4 * tensor_op,
    'contact': 8 / 3 * pi_density * np.kron(proj_s, s1_dot_s2),
    'annihilation': pi_density * np.kron(proj_s, spin_sq)}
H = sum(terms.values())
assert np.allclose(H, H.conj().T, atol=1e-14)
L2 = np.kron(2 * proj_p, I4)
S2 = np.kron(I4, spin_sq)
J2 = L2 + S2 + 2 * LS_op
for op in (L2, S2, J2):
    assert np.abs(H @ op - op @ H).max() < 1e-14


def closed_level(l, S, J, n=2):
    energy = F(11, 64 * n ** 4) - F(1, 2 * n ** 3 * (2 * l + 1))
    if S == 1 and l == 0:
        energy += F(7, 12 * n ** 3)
    if S == 1 and l == 1:
        X = F(J * (J + 1) - 4, 2)
        S12 = (16 - 6 * X - 12 * X ** 2) / 5
        energy += F(1, 24 * n ** 3) * (F(3, 2) * X + S12 / 4)
    return energy


values, vectors = np.linalg.eigh(H)
count, parts, numeric, operators = Counter(), {}, {}, {}
for value, vec in zip(values, vectors.T):
    def mean(op):
        return float((vec.conj() @ op @ vec).real)
    l, S = round(mean(L2) / 2), round(mean(S2) / 2)
    J = round((np.sqrt(1 + 4 * abs(mean(J2))) - 1) / 2)
    assert abs(mean(J2) - J * (J + 1)) < 1e-9
    key = (l, S, J)
    assert abs(value - float(closed_level(*key))) < 1e-12
    count[key] += 1
    numeric[key] = value
    parts[key] = {name: mean(op) for name, op in terms.items()}
    operators[key] = (mean(LS_op), mean(tensor_op))
assert len(count) == 6 and all(count[k] == 2 * k[2] + 1 for k in count)


def name_of(key):
    return f"2 {2 * key[1] + 1}{'SP'[key[0]]}{key[2]}"


order = sorted(numeric, key=numeric.get, reverse=True)
assert [name_of(k) for k in order] == ['2 3S1', '2 3P2', '2 1P1',
                                       '2 3P1', '2 3P0', '2 1S0']
triplet_s, singlet_s, singlet_p = (0, 1, 1), (0, 0, 0), (1, 0, 1)
no_annihilation = numeric[triplet_s] - parts[triplet_s]['annihilation']
assert abs(no_annihilation - numeric[singlet_p]) < 1e-12
assert no_annihilation < numeric[(1, 1, 2)] < numeric[triplet_s]
centroid = sum((2 * J + 1) * numeric[(1, 1, J)] for J in range(3)) / 9
assert abs(centroid - numeric[singlet_p]) < 1e-12

# --- Printed numbers
to_GHz = alpha ** 2 * physical_constants['hartree-hertz relationship'][0] / 1e9
print('Energy unit U = alpha^2 hartree = m c^2 alpha^4')
print(f'1/alpha = {1 / alpha:.6f};  U/h = {to_GHz:.4f} GHz')
print(f'unperturbed n=2 energy = {-1 / 16:.4f} hartree')
print(f"pi|psi_2s(0)|^2 = {S_rad['pi_density']} a0^-3")
print(f"<1/r^3>_2p = {P_rad['inv3']} a0^-3")
print(f'Dirac kernel vs Breit, relative rest at scale 0.01 : {kernel_errors[0]:.2e}')
print(f'Dirac kernel vs Breit, relative rest at scale 0.005: {kernel_errors[1]:.2e}')
print(f'tensor Fourier test, ratio = {tensor_ratio:.6f}')
for label, rad in (('2s', S_rad), ('2p', P_rad)):
    total = rad['kinetic'] + rad['orbit'] + rad['pi_density']
    print(f"{label}: kinetic {rad['kinetic']}, orbit-orbit {rad['orbit']}, "
          f"Darwin {rad['pi_density']}, sum {total} U")
for J in (2, 1, 0):
    ls, s12 = operators[(1, 1, J)]
    print(f'3P{J}: L.S = {ls:.4f}, S12 = {s12:.4f}')
print('Contributions in 1e-3 U: kin, orb-orb, Darwin, s-o, tensor, contact, annih')
for key in order:
    print(name_of(key), ' '.join(f'{1e3 * v + 0.0:9.4f}' for v in parts[key].values()))
print('Levels from top: exact (U), from 16x16 matrix (U), GHz, number of states')
for key in order:
    print(f'{name_of(key)}  {str(closed_level(*key)):>10}  {numeric[key]:10.7f}  '
          f'{numeric[key] * to_GHz:9.4f}  {count[key]}')
print('Gaps between neighbours: exact (U), GHz')
for up, low in zip(order, order[1:]):
    gap = closed_level(*up) - closed_level(*low)
    print(f'{name_of(up)} - {name_of(low)}: {gap}, {float(gap) * to_GHz:.4f}')
whole = closed_level(*order[0]) - closed_level(*order[-1])
print(f'2 3S1 - 2 1S0: {whole} U = {float(whole) * to_GHz:.4f} GHz')
print(f'2 3S1 without annihilation = {no_annihilation:.7f} U')
print(f'weighted mean of 2 3P levels = {centroid:.7f} U')
print(f'scale of next order, alpha U/n^3 = {alpha * to_GHz / 8:.4f} GHz')
print('OK')
```

Running it gives:

```
Energy unit U = alpha^2 hartree = m c^2 alpha^4
1/alpha = 137.035999;  U/h = 350.3771 GHz
unperturbed n=2 energy = -0.0625 hartree
pi|psi_2s(0)|^2 = 1/64 a0^-3
<1/r^3>_2p = 1/192 a0^-3
Dirac kernel vs Breit, relative rest at scale 0.01 : 6.63e-05
Dirac kernel vs Breit, relative rest at scale 0.005: 1.66e-05
tensor Fourier test, ratio = 0.999947
2s: kinetic -13/1024, orbit-orbit -3/128, Darwin 1/64, sum -21/1024 U
2p: kinetic -7/3072, orbit-orbit -1/128, Darwin 0, sum -31/3072 U
3P2: L.S = 1.0000, S12 = -0.4000
3P1: L.S = -1.0000, S12 = 2.0000
3P0: L.S = -2.0000, S12 = -4.0000
Contributions in 1e-3 U: kin, orb-orb, Darwin, s-o, tensor, contact, annih
2 3S1  -12.6953  -23.4375   15.6250   -0.0000    0.0000   10.4167   31.2500
2 3P2   -2.2786   -7.8125    0.0000    7.8125   -0.5208    0.0000    0.0000
2 1P1   -2.2786   -7.8125    0.0000    0.0000    0.0000   -0.0000    0.0000
2 3P1   -2.2786   -7.8125    0.0000   -7.8125    2.6042    0.0000    0.0000
2 3P0   -2.2786   -7.8125    0.0000  -15.6250   -5.2083   -0.0000    0.0000
2 1S0  -12.6953  -23.4375   15.6250   -0.0000    0.0000  -31.2500    0.0000
Levels from top: exact (U), from 16x16 matrix (U), GHz, number of states
2 3S1     65/3072   0.0211589     7.4136  3
2 3P2   -43/15360  -0.0027995    -0.9809  5
2 1P1    -31/3072  -0.0100911    -3.5357  3
2 3P1    -47/3072  -0.0152995    -5.3606  3
2 3P0    -95/3072  -0.0309245   -10.8352  1
2 1S0    -53/1024  -0.0517578   -18.1348  1
Gaps between neighbours: exact (U), GHz
2 3S1 - 2 3P2: 23/960, 8.3945
2 3P2 - 2 1P1: 7/960, 2.5548
2 1P1 - 2 3P1: 1/192, 1.8249
2 3P1 - 2 3P0: 1/64, 5.4746
2 3P0 - 2 1S0: 1/48, 7.2995
2 3S1 - 2 1S0: 7/96 U = 25.5483 GHz
2 3S1 without annihilation = -0.0100911 U
weighted mean of 2 3P levels = -0.0100911 U
scale of next order, alpha U/n^3 = 0.3196 GHz
OK
```
